# A failing check and its repair

Subject: Population relaxation among the six conduction valleys of silicon.

```python
"""
Result under test: six equivalent silicon valleys (+-x, +-y, +-z) exchange
electrons with rate g to the opposite valley and rate f to EACH of the four
valleys on other axes. Population relaxation rates: 0 (once), 6f (twice),
4f+2g (three times).
The rates f and g are thermal averages of intervalley phonon scattering:
D = coupling constant, w = phonon energy, m_d = density-of-states mass,
rho = mass density, N = phonon occupation, alpha = nonparabolicity.
Energies are in eV and rates in 1/ps unless a name says otherwise.
All silicon parameters are rough typical values.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import expm
from scipy.special import k1

q, hbar, m0 = const.e, const.hbar, const.m_e
kB_eV = const.k / q
T = 300.0
ml, mt = 0.92, 0.19
md = (ml * mt**2) ** (1 / 3)
rho = 2330.0
# (phonon energy in eV, coupling constant in eV/cm)
phonons = {"f": [(0.019, 0.3e8), (0.047, 2.0e8), (0.059, 2.0e8)],
           "g": [(0.012, 0.5e8), (0.019, 0.8e8), (0.062, 11.0e8)]}

# ---------- valley geometry and symbolic spectrum ----------
axes = np.array([[1, 0, 0], [-1, 0, 0], [0, 1, 0],
                 [0, -1, 0], [0, 0, 1], [0, 0, -1]])
dots = axes @ axes.T
A_f = (dots == 0).astype(int)
A_g = (dots == -1).astype(int)
fs, gs, lam = sp.symbols("f g lambda", positive=True)
M_sym = fs * sp.Matrix(A_f.tolist()) + gs * sp.Matrix(A_g.tolist())
for i in range(6):
    M_sym[i, i] = -sum(M_sym[j, i] for j in range(6) if j != i)
char = M_sym.charpoly(lam).as_expr()
claimed = lam * (lam + 6*fs)**2 * (lam + 4*fs + 2*gs)**3
assert sp.expand(char - claimed) == 0

# ---------- density of states by counting k points ----------
E_top = 0.1
kt = np.sqrt(2 * mt * m0 * E_top * q) / hbar
kl = np.sqrt(2 * ml * m0 * E_top * q) / hbar
dk = kt / 40
kx = (np.arange(-42, 42) + 0.5) * dk
nl = int(kl / dk) + 2
kz = (np.arange(-nl, nl) + 0.5) * dk
E_k = hbar**2 / (2 * m0 * q) * (
    (kx[:, None, None]**2 + kx[None, :, None]**2) / mt
    + kz[None, None, :]**2 / ml)
counted = np.count_nonzero(E_k < E_top) * dk**3 / (2 * np.pi)**3
dos_prefactor = (md * m0)**1.5 / (np.sqrt(2) * np.pi**2 * hbar**3)
integrated = dos_prefactor * (2 / 3) * (E_top * q)**1.5
assert abs(counted / integrated - 1) < 0.01  # finite k grid


# ---------- phonon rates ----------
def coupling(w, D):
    """Golden-rule prefactor in 1/ps per sqrt(eV) of final energy."""
    D_si = D * 100 * q
    matrix_sq = hbar * D_si**2 / (2 * rho * (w * q / hbar))
    return (2 * np.pi / hbar * matrix_sq * dos_prefactor
            * np.sqrt(q) * 1e-12)


def occupation(w, temp):
    return 1 / np.expm1(w / (kB_eV * temp))


def dos_shape(E, alpha):
    E = max(E, 0.0)
    return np.sqrt(E * (1 + alpha * E)) * (1 + 2 * alpha * E)


def mean_rate(kind, T_lat=T, T_el=T, shift=0.0, alpha=0.0):
    """Thermal average by quadrature; shift = final minus initial edge."""
    kT = kB_eV * T_el
    u_max = np.sqrt(40 * kT)

    def weighted(function, low):
        return quad(lambda u: 2 * u * function(low + u*u)
                    * np.exp(-(low + u*u) / kT), 0, u_max,
                    epsabs=1e-13, epsrel=1e-9, limit=200)[0]

    norm = weighted(lambda E: dos_shape(E, alpha), 0.0)
    total = 0.0
    for w, D in phonons[kind]:
        N = occupation(w, T_lat)
        for gain, weight in ((w, N), (-w, N + 1)):
            change = gain - shift
            low = max(0.0, -change)
            total += coupling(w, D) * weight * weighted(
                lambda E: dos_shape(E, alpha)
                * dos_shape(E + change, alpha), low)
    return total / norm


def closed_rate(kind, temp=T, scale=1.0):
    """Closed thermal average for equivalent parabolic valleys."""
    total = 0.0
    for w, D in phonons[kind]:
        z = w / (2 * kB_eV * temp)
        total += ((scale * D * 100 * q)**2 * (md * m0)**1.5
                  * k1(z) / np.sinh(z)
                  / (np.sqrt(2) * np.pi**1.5 * rho * hbar**2
                     * np.sqrt(const.k * temp)))
    return total * 1e-12


for temp in (77.0, 300.0, 400.0):
    for kind in "fg":
        direct = mean_rate(kind, temp, temp)
        assert abs(direct / closed_rate(kind, temp) - 1) < 1e-5
f, g = closed_rate("f"), closed_rate("g")
a, b = 6 * f, 4 * f + 2 * g

# ---------- time evolution from all electrons in +x ----------
M = f * A_f + g * A_g
M = M - np.diag(M.sum(axis=0))
start = np.array([1.0, 0, 0, 0, 0, 0])


def populations(t):
    ea, eb = np.exp(-a * t), np.exp(-b * t)
    return np.array([1/6 + ea/3 + eb/2, 1/6 + ea/3 - eb/2]
                    + 4 * [(1 - ea) / 6])


inverse_mass_x = np.array([1/ml, 1/ml] + 4 * [1/mt])
inverse_mass_y = np.array([1/mt, 1/mt, 1/ml, 1/ml, 1/mt, 1/mt])
contrast = inverse_mass_x - inverse_mass_y
times = [0.1, 0.3, 1.0, 3.0]
for t in times:
    exact = expm(M * t) @ start
    assert np.allclose(exact, populations(t), atol=1e-11)
    ratio = (contrast @ exact) / (contrast @ start)
    assert abs(ratio - np.exp(-a * t)) < 1e-11
assert g > f
t_peak = np.log(3 * b / (2 * a)) / (b - a)
step = t_peak / 500
propagator, state, history = expm(M * step), start.copy(), []
for _ in range(2000):
    state = propagator @ state
    history.append(state[1])
assert abs((np.argmax(history) + 1) * step - t_peak) < 2 * step
# for g < f the opposite valley must rise without overshoot
M_slow = 1.0 * A_f + 0.4 * A_g
M_slow = M_slow - np.diag(M_slow.sum(axis=0))
rise = [(expm(M_slow * t) @ start)[1] for t in np.linspace(0, 3, 200)]
assert np.all(np.diff(rise) > 0) and max(rise) < 1/6

# ---------- energy-resolved equation: no thermal closure ----------
n_cells, cell = 600, 0.001
E = (np.arange(n_cells) + 0.5) * cell
p_eq = np.sqrt(E) * np.exp(-E / (kB_eV * T))
p_eq /= p_eq.sum()
K = {}
for kind in "fg":
    K[kind] = np.zeros((n_cells, n_cells))
    for w, D in phonons[kind]:
        jump = int(round(w / cell))
        low = np.arange(n_cells - jump)
        N, c = occupation(w, T), coupling(w, D)
        K[kind][low + jump, low] += c * N * np.sqrt(E[low + jump])
        K[kind][low, low + jump] += c * (N + 1) * np.sqrt(E[low])
exit_rate = 4 * K["f"].sum(axis=0) + K["g"].sum(axis=0)
modes = {"even": (np.array([2, 2, -1, -1, -1, -1]), a),
         "odd": (np.array([1, -1, 0, 0, 0, 0]), b)}
time_ratio = {}
for name, (vector, rate) in modes.items():
    chi_f = (vector @ A_f @ vector) / (vector @ vector)
    chi_g = (vector @ A_g @ vector) / (vector @ vector)
    assert np.allclose(A_f @ vector, chi_f * vector)
    assert np.allclose(A_g @ vector, chi_g * vector)
    L = np.diag(exit_rate) - chi_f * K["f"] - chi_g * K["g"]
    assert abs((L @ p_eq).sum() / rate - 1) < 0.01  # 1 meV cells
    time_ratio[name] = np.linalg.solve(L, p_eq).sum() * rate
    thermalise = np.eye(n_cells) - np.outer(p_eq, np.ones(n_cells))
    fast = np.linalg.solve(L + 1e4 * thermalise, p_eq).sum() * rate
    assert abs(fast - 1) < 0.015  # finite cells and finite exchange
    assert time_ratio[name] > fast


# ---------- valley splitting: x pair raised ----------
def split_spectrum(split):
    edge = np.array([split, split, 0, 0, 0, 0])
    table = {(kind, s): mean_rate(kind, shift=s * split)
             for kind in "fg" for s in (-1, 0, 1)}
    R = np.zeros((6, 6))
    for i in range(6):
        for j in range(6):
            if i != j:
                kind = "g" if A_g[i, j] else "f"
                s = int(np.sign(edge[i] - edge[j]))
                R[i, j] = table[kind, s]
    R -= np.diag(R.sum(axis=0))
    up, down = table["f", 1], table["f", -1]
    f0, g0 = table["f", 0], table["g", 0]
    assert abs(up / down / np.exp(-split / (kB_eV * T)) - 1) < 1e-5
    found = np.sort(-np.linalg.eigvals(R).real)
    even = [4*down + 2*up, 4*f0 + 2*up]
    odd = [4*down + 2*g0] + 2 * [2*f0 + 2*up + 2*g0]
    assert np.allclose(found, np.sort([0] + even + odd), atol=1e-7)
    return up, down, even, odd


splits = {s: split_spectrum(s) for s in (0.005, 0.050)}

# ---------- other neglected effects ----------
alpha = 0.5
f_np, g_np = mean_rate("f", alpha=alpha), mean_rate("g", alpha=alpha)
field_kV_cm, mobility, tau_E_ps = 1.0, 1400.0, 0.3
power_eV_s = mobility * 1e-4 * (field_kV_cm * 1e5)**2
heating = 2 / 3 * power_eV_s * tau_E_ps * 1e-12 / kB_eV
f_hot = mean_rate("f", T_el=T + heating)
g_hot = mean_rate("g", T_el=T + heating)
density = 1e16
Nc = 2 * (md*m0*const.k*T / (2*np.pi*hbar**2))**1.5 * 1e-6

# ---------- printed numbers ----------
print(f"temperature {T:.0f} K, kT = {kB_eV*T*1e3:.2f} meV")
print(f"rough masses: ml = {ml}, mt = {mt}, md = {md:.4f} m0")
print(f"rough mass density = {rho/1000:.2f} g/cm3")
for kind in "fg":
    for w, D in phonons[kind]:
        print(f"{kind} phonon: {w*1e3:.0f} meV, D = {D:.1e} eV/cm,"
              f" N = {occupation(w, T):.4f},"
              f" z = {w/(2*kB_eV*T):.4f}")
print(f"f (to each of four valleys) = {f:.4f} 1/ps")
print(f"g (to the opposite valley) = {g:.4f} 1/ps")
print(f"total f-type exit rate 4f = {4*f:.4f} 1/ps")
print(f"6f = {a:.4f} 1/ps = {a*1e12:.3e} 1/s; time {1/a:.4f} ps")
print(f"4f+2g = {b:.4f} 1/ps = {b*1e12:.3e} 1/s; time {1/b:.4f} ps")
print("eigenvalues of -M (1/ps):",
      np.round(np.abs(np.linalg.eigvalsh(M))[::-1], 4))
for t in times:
    n = populations(t)
    print(f"t = {t:.1f} ps: n(+x) = {n[0]:.4f}, n(-x) = {n[1]:.4f},"
          f" each other = {n[2]:.4f}")
print(f"n(-x) peaks at {t_peak:.4f} ps with"
      f" {populations(t_peak)[1]:.4f}; equilibrium {1/6:.4f}")
print("no intravalley energy exchange, integrated time / model time:")
print(f"  pair-sum mode {time_ratio['even']:.3f},"
      f" pair-difference mode {time_ratio['odd']:.3f}")
for s, (up, down, even, odd) in splits.items():
    print(f"x pair raised {s*1e3:.0f} meV: f up = {up:.4f},"
          f" f down = {down:.4f} 1/ps")
    print(f"  pair-sum rates: x against y,z {even[0]:.4f},"
          f" y against z {even[1]:.4f} 1/ps")
    print(f"  pair-difference rates: x {odd[0]:.4f},"
          f" y and z {odd[1]:.4f} 1/ps")
print(f"nonparabolicity {alpha} 1/eV: 6f changes {100*(f_np/f-1):.1f} %,"
      f" 4f+2g {100*((4*f_np+2*g_np)/b-1):.1f} %")
print(f"field {field_kV_cm:.0f} kV/cm = {field_kV_cm/1000:.3f} MV/cm,"
      f" rough mobility {mobility:.0f} cm2/Vs,"
      f" rough energy time {tau_E_ps} ps")
print(f"  heating {heating:.2f} K: 6f changes {100*(f_hot/f-1):.2f} %,"
      f" 4f+2g {100*((4*f_hot+2*g_hot)/b-1):.2f} %")
print(f"density {density:.0e} cm-3, one-valley Nc = {Nc:.3e} cm-3,"
      f" peak occupation about {density/Nc:.2e}")
for temp in (77.0, 400.0):
    ft, gt = closed_rate("f", temp), closed_rate("g", temp)
    print(f"at {temp:.0f} K: 6f = {6*ft:.5f} 1/ps,"
          f" 4f+2g = {4*ft+2*gt:.5f} 1/ps")
print(f"all D larger by 20 %: 6f = {6*closed_rate('f', T, 1.2):.4f},"
      f" 4f+2g = "
      f"{4*closed_rate('f', T, 1.2)+2*closed_rate('g', T, 1.2):.4f} 1/ps")
print("tests ok")
```

Output of this version:

```
Traceback (most recent call last):
  File "check.py", line 41, in <module>
    assert sp.expand(char - claimed) == 0
           ^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^
AssertionError
```

Diagnosis: The fault was in the program, not in the physics. The symbol lambda was declared positive, but sympy's characteristic-polynomial routine returns a polynomial in a fresh symbol of the same name without that assumption, so the two sides held different variables and could not cancel. The program now expands the determinant of (lambda times identity minus the rate matrix) directly, with one and the same symbol on both sides. The tested statement, all other tests and all tolerances are unchanged.

The change:

```diff
@@ -33,11 +33,11 @@
 A_f = (dots == 0).astype(int)
 A_g = (dots == -1).astype(int)
-fs, gs, lam = sp.symbols("f g lambda", positive=True)
+fs, gs, lam = sp.symbols("f g lambda")
 M_sym = fs * sp.Matrix(A_f.tolist()) + gs * sp.Matrix(A_g.tolist())
 for i in range(6):
     M_sym[i, i] = -sum(M_sym[j, i] for j in range(6) if j != i)
-char = M_sym.charpoly(lam).as_expr()
+determinant = (lam * sp.eye(6) - M_sym).det(method="berkowitz")
 claimed = lam * (lam + 6*fs)**2 * (lam + 4*fs + 2*gs)**3
-assert sp.expand(char - claimed) == 0
+assert sp.expand(determinant - claimed) == 0
 
 # ---------- density of states by counting k points ----------
```

The mended program passes:

```
temperature 300 K, kT = 25.85 meV
rough masses: ml = 0.92, mt = 0.19, md = 0.3214 m0
rough mass density = 2.33 g/cm3
f phonon: 19 meV, D = 3.0e+07 eV/cm, N = 0.9213, z = 0.3675
f phonon: 47 meV, D = 2.0e+08 eV/cm, N = 0.1938, z = 0.9090
f phonon: 59 meV, D = 2.0e+08 eV/cm, N = 0.1137, z = 1.1411
g phonon: 12 meV, D = 5.0e+07 eV/cm, N = 1.6929, z = 0.2321
g phonon: 19 meV, D = 8.0e+07 eV/cm, N = 0.9213, z = 0.3675
g phonon: 62 meV, D = 1.1e+09 eV/cm, N = 0.1000, z = 1.1991
f (to each of four valleys) = 0.1440 1/ps
g (to the opposite valley) = 1.3434 1/ps
total f-type exit rate 4f = 0.5760 1/ps
6f = 0.8640 1/ps = 8.640e+11 1/s; time 1.1574 ps
4f+2g = 3.2629 1/ps = 3.263e+12 1/s; time 0.3065 ps
eigenvalues of -M (1/ps): [0.     0.864  0.864  3.2629 3.2629 3.2629]
t = 0.1 ps: n(+x) = 0.8332, n(-x) = 0.1116, each other = 0.0138
t = 0.3 ps: n(+x) = 0.6118, n(-x) = 0.2360, each other = 0.0381
t = 1.0 ps: n(+x) = 0.3263, n(-x) = 0.2880, each other = 0.0964
t = 3.0 ps: n(+x) = 0.1916, n(-x) = 0.1916, each other = 0.1542
n(-x) peaks at 0.7229 ps with 0.2979; equilibrium 0.1667
no intravalley energy exchange, integrated time / model time:
  pair-sum mode 1.284, pair-difference mode 2.542
x pair raised 5 meV: f up = 0.1309, f down = 0.1588 1/ps
  pair-sum rates: x against y,z 0.8969, y against z 0.8377 1/ps
  pair-difference rates: x 3.3220, y and z 3.2366 1/ps
x pair raised 50 meV: f up = 0.0552, f down = 0.3820 1/ps
  pair-sum rates: x against y,z 1.6382, y against z 0.6865 1/ps
  pair-difference rates: x 4.2146, y and z 3.0853 1/ps
nonparabolicity 0.5 1/eV: 6f changes 12.6 %, 4f+2g 13.2 %
field 1 kV/cm = 0.001 MV/cm, rough mobility 1400 cm2/Vs, rough energy time 0.3 ps
  heating 3.25 K: 6f changes 1.22 %, 4f+2g 1.32 %
density 1e+16 cm-3, one-valley Nc = 4.573e+18 cm-3, peak occupation about 2.19e-03
at 77 K: 6f = 0.00718 1/ps, 4f+2g = 0.03960 1/ps
at 400 K: 6f = 1.64697 1/ps, 4f+2g = 6.47621 1/ps
all D larger by 20 %: 6f = 1.2442, 4f+2g = 4.6985 1/ps
tests ok
```
